# Förster radius in a resist film: near-field estimate and golden-rule result

## Problem

An excited chromophore in a resist film (the donor) can emit a photon, lose its energy to heat, or pass it to a nearby photoacid generator (the acceptor). The Förster radius \(R_0\) is the donor–acceptor distance at which transfer to one acceptor is as fast as all other decay of the donor together.

Find \(R_0\) for

- squared orientation factor \(\kappa^2=2/3\),
- refractive index \(n=1.6\),
- donor emission yield \(Q=0.2\) without acceptor,
- spectral overlap \(J=10^{13}\ \mathrm{M^{-1}\,cm^{-1}\,nm^4}\).

The overlap is \(J=\int f(\lambda)\,\varepsilon(\lambda)\,\lambda^4\,d\lambda\). Here \(\lambda\) is the vacuum wavelength, \(f\) the donor's emission spectrum in photon number, with unit area, and \(\varepsilon\) the decadic molar absorptivity of the acceptor.

The algebra uses atomic units, in which \(c\) is the inverse fine-structure constant. The host is transparent, with one index over the overlap region.

## First estimate by scaling

Suppose first that the acceptor is far away. An emitted photon is absorbed by it with probability of order \(\sigma/(4\pi R^2)\), where \(\sigma\) is the absorption cross-section.

Close to the donor the field is stronger. An oscillating dipole has a radiated field proportional to \(k^2/R\) and a near field proportional to \(1/R^3\), with \(k=2\pi n/\lambda\). The amplitude ratio is \(1/(kR)^2\). Absorption by a small molecule goes as the field squared, so it is enhanced by \(1/(kR)^4\). With \(k_r\) the radiative rate and \(k_T\) the transfer rate,

\[
\frac{k_T}{k_r}\sim\frac{\sigma}{4\pi R^2}\,\frac{1}{(kR)^4}.
\]

The total decay rate without acceptor is \(1/\tau=k_r/Q\). Setting \(k_T=k_r/Q\) gives

\[
R_{\rm est}^6=\frac{Q\,\sigma}{4\pi k^4}=\frac{Q\,\sigma\lambda^4}{64\pi^5n^4}.
\]

To use \(J\), the absorptivity must become a cross-section. Transmission through a length \(l\) at concentration \(C\) is \(10^{-\varepsilon Cl}=e^{-\sigma Nl}\), with \(N\) the number density. One mole per litre is \(N_A/1000\) molecules per cm³, so \(\sigma=1000\ln 10\,\varepsilon/N_A\) in cm². One \(\mathrm{M^{-1}cm^{-1}}\) therefore corresponds to \(s=3.8235\times10^{-7}\ \mathrm{nm^2}\), and \(\sigma\lambda^4\) is replaced by \(sJ=3.8235\times10^{6}\ \mathrm{nm^6}\). Then

\[
R_{\rm est}^6=\frac{0.2\times3.8235\times10^6}{64\pi^5\times1.6^4}\ \mathrm{nm^6}\approx 5.96\ \mathrm{nm^6},
\qquad R_{\rm est}\approx1.35\ \mathrm{nm}.
\]

The angular patterns of the two fields have been ignored.

## Exact solution within the weak-coupling model

**Coupling.** The distance is taken to be large compared with the transition charge distributions. The leading Coulomb term between transition dipoles \(\mu_D\) and \(\mu_A\), screened by \(n^2\), is

\[
V=\frac{\kappa\,\mu_D\mu_A}{n^2R^3},\qquad
\kappa=\mathbf u_D\!\cdot\mathbf u_A-3(\mathbf u_D\!\cdot\hat{\mathbf r})(\mathbf u_A\!\cdot\hat{\mathbf r}).
\]

The unit vectors \(\mathbf u\) give the dipole directions and \(\hat{\mathbf r}\) the line between the molecules. The dipoles are effective ones: each contains its local-field factor, assumed the same in coupling, emission and absorption.

The given \(\kappa^2\) is the isotropic average. To see this, write \(\kappa=\mathbf u_A\cdot\mathbf w\) with \(\mathbf w=\mathbf u_D-3\cos\theta\,\hat{\mathbf r}\) and \(\cos\theta=\mathbf u_D\cdot\hat{\mathbf r}\). Averaging over \(\mathbf u_A\) gives

\[
\frac{|\mathbf w|^2}{3}=\frac{1-6\cos^2\theta+9\cos^2\theta}{3}=\frac{1+3\cos^2\theta}{3}.
\]

Since \(\langle\cos^2\theta\rangle=1/3\), the full average is \(2/3\). Its use in a single rate requires the molecules to reorient much faster than the donor loses its excitation, whether by transfer or by other decay.

**Transfer rate.** Let \(g_D(\omega)\) and \(g_A(\omega)\) be the unit-area line shapes for donor emission and acceptor absorption. The donor is vibrationally relaxed, the two molecules have independent vibrations, and \(V\) is small compared with the linewidths. Energy conservation makes the donor give up the same \(\omega\) that the acceptor takes, so the golden rule reads

\[
k_T=2\pi V^2\int g_D(\omega)g_A(\omega)\,d\omega .
\]

**Donor emission.** In a box of volume \(\mathcal V\), half the zero-point energy \(\omega/2\) of a mode is electric. Thus \(n^2\mathcal V\langle E^2\rangle/(8\pi)=\omega/4\), or \(\langle E^2\rangle=2\pi\omega/(n^2\mathcal V)\). Per unit frequency and solid angle there are \(\mathcal Vn^3\omega^2/(8\pi^3c^3)\) modes of each polarization. The two polarizations together contribute \(\sin^2\theta'\), where \(\theta'\) is the angle between dipole and wave vector; its integral over solid angle is \(8\pi/3\). For emission at one frequency the golden rule gives

\[
2\pi\mu_D^2\,\frac{2\pi\omega}{n^2\mathcal V}\,
\frac{\mathcal Vn^3\omega^2}{8\pi^3c^3}\,\frac{8\pi}{3}
=\frac{4n\omega^3\mu_D^2}{3c^3}.
\]

Weighting by the line shape defines the photon-number spectrum \(f(\omega)\):

\[
k_r f(\omega)=\frac{4n\omega^3}{3c^3}\,\mu_D^2g_D(\omega).
\]

**Acceptor absorption.** A field \(E_0\cos\omega t\) has a resonant part of amplitude \(E_0/2\). With the orientation average \(1/3\), the excitation rate is \(2\pi(\mu_AE_0/2)^2g_A/3=\pi\mu_A^2E_0^2g_A/6\). The energy flux is \(ncE_0^2/(8\pi)\). Absorbed power divided by flux gives

\[
\sigma(\omega)=\frac{\omega\,\pi\mu_A^2E_0^2g_A/6}{ncE_0^2/(8\pi)}
=\frac{4\pi^2\omega}{3nc}\,\mu_A^2g_A(\omega).
\]

**Elimination of the dipoles.** The last two results give

\[
\mu_D^2g_D=\frac{3c^3k_rf}{4n\omega^3},\qquad
\mu_A^2g_A=\frac{3nc\,\sigma}{4\pi^2\omega}.
\]

In their product the factors of \(n\) cancel, leaving \(9c^4k_rf\sigma/(16\pi^2\omega^4)\). Inserting this in \(k_T\), with \(k_r=Q/\tau\), yields

\[
k_T=\frac{9\kappa^2c^4Q}{8\pi n^4R^6\tau}\int\frac{f(\omega)\sigma(\omega)}{\omega^4}\,d\omega .
\]

From \(\omega=2\pi c/\lambda\) follows \(c^4/\omega^4=\lambda^4/(16\pi^4)\). The photon fraction in an interval is the same in either variable, \(f(\omega)|d\omega|=f(\lambda)|d\lambda|\). Hence \(k_T\tau=(R_0/R)^6\), with

\[
\boxed{R_0^6=\frac{9\kappa^2Q}{128\pi^5n^4}\int f(\lambda)\sigma(\lambda)\lambda^4\,d\lambda
=\frac{9\kappa^2Q\,sJ}{128\pi^5n^4}.}
\]

**Numbers.** Collecting the constants into \(C=[9s/(128\pi^5)]^{1/6}\) gives \(C=0.02108\) nm when \(J\) is entered in the stated unit. With \(\kappa^2Q/n^4=0.02035\),

\[
R_0=0.02108\,(0.02035\times10^{13})^{1/6}\ \mathrm{nm}=1.62\ \mathrm{nm}=16.2\ \text{Å}.
\]

**Efficiency.** Transfer competes with decay at rate \(1/\tau\), so its share is

\[
E=\frac{k_T}{k_T+1/\tau}=\frac{1}{1+(R/R_0)^6}.
\]

This is 0.95 at 1.0 nm, 0.61 at 1.5 nm, 0.22 at 2.0 nm and 0.02 at 3.0 nm. For \(R\ll R_0\) the loss \(1-E\) approaches \((R/R_0)^6\), as long as \(R\) stays large compared with the transition charge distributions; for \(R\gg R_0\) the efficiency falls as \((R_0/R)^6\), as long as \(R\) stays well below \(\lambda/(2\pi n)\), which is about 30 nm for \(\lambda=310\) nm.

## Comparison of the two

For \(\kappa^2=2/3\) the exact coefficient is \(6/(128\pi^5)=3/(64\pi^5)\), three times that of the estimate. The sixth root reduces this to a factor \(3^{1/6}\approx1.20\), which takes 1.35 nm to 1.62 nm.

The missing 3 comes from the angular patterns. Apart from common factors, the squared near field of a dipole is \((1+3\cos^2\theta)/R^6\), with average \(2/R^6\). The squared radiated field is \(k^4\sin^2\theta/R^2\), with average \(2k^4/(3R^2)\). Their ratio is \(3/(kR)^4\), where the estimate used \(1/(kR)^4\). The near-field picture is justified here: at \(R_0\) and a wavelength of 310 nm, \(kR_0\approx0.05\).

The sixth root also limits the effect of input errors. With the other inputs held fixed, halving \(Q\) lowers \(R_0\) to 1.44 nm, and doubling \(J\) raises it to 1.81 nm. Changing \(n\) to 1.5 or 1.7 gives 1.69 or 1.55 nm. The efficiency at a given distance contains \(R_0^6\) and can be more sensitive: halving \(Q\) lowers it from 0.61 to 0.44 at 1.5 nm. Well inside \(R_0\) it is nearly saturated and changes less, from 0.95 to 0.90 at 1.0 nm.

## A model pair and the resist film

Consider a phenol-like donor emitting near 3.9 eV and an acceptor absorbing near 4.2 eV, with Gaussian standard deviations of 0.15 and 0.20 eV. These are rough model values. An effective donor dipole of 0.60 atomic units gives a lifetime of 5.48 ns. The acceptor dipole is scaled to the required \(J\), which corresponds to a peak absorptivity of about \(2700\ \mathrm{M^{-1}cm^{-1}}\).

The golden-rule rate calculated from the dipoles at \(R_0\) is \(1.824\times10^8\ \mathrm{s^{-1}}\). Multiplied by the lifetime it gives 1.00, as the definition of \(R_0\) requires. The root-mean-square coupling is \(1.6\times10^{-4}\) eV, far below the linewidths, so weak coupling holds for this pair.

In a phenolic deep-ultraviolet resist, a yield of 0.2 is probably optimistic, since neighbouring units can quench emission. The assumed acceptor band suits a generator absorbing at relatively long wavelengths. Simple triarylsulfonium salts absorb mainly at shorter wavelengths and would have a smaller \(J\). A tenfold reduction, for example, gives \(R_0=1.10\) nm. The actual reduction depends on the weak tail of the absorption band and can be much larger; a hundredfold one gives 0.75 nm, a distance at which point dipoles are doubtful. Transfer also does not by itself determine the acid yield, which depends on the chemistry of the excited generator. An excited phenol can moreover pass an electron to an onium salt, a separate route to acid that is not included here.

**Frozen orientations.** In a glassy film the molecules may not turn within nanoseconds. Each pair then keeps its own \(\kappa^2\), and its efficiency at \(R_0\) is \(\kappa^2/(\kappa^2+2/3)\). This function is concave in \(\kappa^2\), so its average lies below the value 1/2 found at the mean. For isotropic frozen orientations it is 0.38.

**Several acceptors.** Let point acceptors be placed at random with density \(\rho\), again with rapid reorientation. A large volume \(\mathcal V\) around the donor holds \(N=\rho\mathcal V\) of them. Each one, averaged over its position, multiplies the donor survival by \(1-I/\mathcal V\), where \(I\) is the integral of \(1-e^{-(t/\tau)(R_0/r)^6}\) over the volume. For large \(N\) the product \((1-\rho I/N)^N\) tends to \(e^{-\rho I}\), so

\[
S(t)=\exp\!\left[-\frac t\tau-\rho\int_0^\infty4\pi r^2
\left(1-e^{-(t/\tau)(R_0/r)^6}\right)dr\right].
\]

Put \(u=(t/\tau)(R_0/r)^6\), so that \(r^3=R_0^3\sqrt{t/\tau}\,u^{-1/2}\). Integration by parts, with vanishing boundary terms, turns the integral into

\[
\frac{4\pi}{3}R_0^3\sqrt{\frac t\tau}\int_0^\infty u^{-1/2}e^{-u}\,du
=\frac{4\pi^{3/2}}{3}R_0^3\sqrt{\frac t\tau}.
\]

The transferred fraction is \(1-\int_0^\infty S\,dt/\tau\). For an assumed density of \(0.1\ \mathrm{nm^{-3}}\) there are on average 1.8 acceptors within \(R_0\), and the fraction is 0.86. The single-pair value of 1/2 at \(R_0\) is therefore not the efficiency of such a film. Frozen isotropic orientations lower the fraction to about 0.83; with rapid reorientation, keeping acceptors at least 0.6 nm from the donor lowers it to about 0.85.

**Short-range corrections.** Replacing each point dipole by two charges 0.4 nm apart changes the orientation-averaged rate at \(R_0\) by about 0.1%. This small figure belongs to the two-charge model, whose first correction to the averaged rate is of order \((l/R)^4\) in the dipole length \(l\). A weakly allowed transition, whose transition density has higher moments that are large compared with its dipole, can deviate much more. Individual geometries change more: for two collinear dipoles of length \(l\), the charge sum multiplies \(V\) by \(1/(1-l^2/R^2)\), which raises the rate by about 13%. Electron exchange, with an assumed rate of \(10^{12}\ \mathrm{s^{-1}}\) at 0.5 nm and a decay constant of \(12\ \mathrm{nm^{-1}}\), has by itself about 0.8% of the dipole rate at \(R_0\). The two couplings add as amplitudes, however, so their interference can matter more: in a geometry with \(\kappa^2=2/3\) it can change the rate by up to about 19%.

**Motion between donors.** For an assumed donor self-overlap of \(10^{12}\ \mathrm{M^{-1}cm^{-1}nm^4}\), the donor–donor radius is 1.10 nm. The rate to one neighbour at 0.6 nm then corresponds to about 38 hops per lifetime. This is a rough figure. Point dipoles are doubtful at that spacing, and the self-overlap depends steeply on the Stokes shift: for the model donor with an absorption band of the same width, moving the band centre from 4.3 to 4.6 eV lowers the number of hops from about 76 to about 2. It nevertheless shows that the excitation may move before it reaches a generator. The radius of 1.62 nm still describes one donor–acceptor step, but the distance from the site first excited no longer fixes the transfer probability. The numerical output lists the inputs and main results of these estimates.

## Table of computed values

```
Input: kappa2 0.6667, index 1.6, yield 0.2
Input: overlap J 1.0e+13 M^-1 cm^-1 nm^4
Cross-section per M^-1 cm^-1: 3.8235e-07 nm^2
Prefactor C (J in M^-1 cm^-1 nm^4): 0.02108 nm
kappa2 Q / n^4: 0.02035
R0^6: 17.873 nm^6
Forster radius R0: 1.617 nm = 16.17 angstrom
Efficiency at 1.0 nm: 0.9470
Efficiency at 1.5 nm: 0.6108
Efficiency at 2.0 nm: 0.2183
Efficiency at 3.0 nm: 0.0239
R0 with n = 1.5: 1.688 nm
R0 with n = 1.7: 1.553 nm
R0 with Q = 0.1: 1.441 nm
R0 with J doubled: 1.815 nm
Tests, ratio of direct calculation to formula:
  golden rule 1.0001
  emission 1.0034
  absorption 0.9983
Mean kappa2 by quadrature: 0.666667
Donor line: centre 3.9 eV, std. dev. 0.15 eV
Acceptor line: centre 4.2 eV, std. dev. 0.2 eV
Effective donor dipole: 0.600 a.u.
Effective acceptor dipole (scaled to J): 0.859 a.u.
J recomputed from spectra: 1.0000e+13 M^-1 cm^-1 nm^4
Mean overlap wavelength: 309.6 nm
Peak acceptor absorptivity: 2723 M^-1 cm^-1
Donor lifetime without acceptor: 5.48 ns
Golden-rule transfer rate at R0: 1.824e+08 s^-1
Rms coupling at R0: 1.57e-04 eV
Neglected effects (rough assumed inputs):
  Frozen isotropic orientations, efficiency at R0: 0.379
  Dipole length 0.4 nm, rate factor at R0: 1.001
  Acceptor density 0.1 nm^-3
  Mean acceptors within R0: 1.77
  Efficiency, random point acceptors: 0.864
  Exchange: 1e+12 s^-1 at 0.5 nm, decay 12.0 nm^-1
  Exchange rate at R0: 1.51e+06 s^-1
  Exchange / dipole rate at R0: 8.28e-03
  Donor self-overlap 1e+12 M^-1 cm^-1 nm^4
  Donor-donor radius: 1.102 nm
  Hops per lifetime to one neighbour at 0.6 nm: 38
```
